# Schottky barrier width when the permittivity of strontium titanate falls with field, part 1

(Sections cited here and not found follow in the second part.)

## The profile from Gauss's law, integrated in position

A calculation of the tunnelling current through a contact to strontium titanate needs the shape of the barrier, and the shape needs a permittivity. One must decide whether a single number, the zero-field permittivity, may be put into Poisson's equation, or whether the fall of the permittivity with field must be kept. For the relative change of the barrier shape, the answer depends on one dimensionless quantity, called \(q_0\) below. If it is small, the constant-permittivity width is too large by about the fraction \(q_0/4\), and the simple solution may be good enough for the shape. For the current, the resulting change of the tunnelling exponent must also be small compared with one. If it is of order one, the barrier is markedly thinner than the simple solution says, with the largest relative change near its top, and no refitted constant cures both width and shape.

**Geometry and signs.** The metal fills \(x<0\) and an n-type semiconductor fills \(x>0\). Atomic units are used in the algebra: the electron has charge \(-1\) and mass 1, \(\hbar=1\), and Gauss's law carries a factor \(4\pi\). Let \(U(x)\) be the potential energy of an electron at the conduction-band edge, with \(U=0\) in the neutral bulk and \(U(0)=V>0\) at the interface. Thus \(V\) is the band bending, which is not in general the barrier height measured from the Fermi level. Define

\[
F(x)=-\frac{dU}{dx}\ge 0 .
\]

This is the force on an electron, directed into the semiconductor. Because the electron is negative, the electric field vector has the component \(-F\) along \(x\); it points from the positive donors to the negative charge on the metal. The displacement vector likewise has the component \(-D\), with \(D\ge0\).

The donors are fully ionized and have uniform density \(N\). In the depletion approximation the electrons are absent for \(0<x<w\), and the material is neutral for \(x>w\). The contact is planar, so all quantities depend on \(x\) alone. Image forces, interface layers with a different dielectric response, strain and hysteresis are left out.

**The dielectric law.** Unstrained paraelectric strontium titanate has inversion symmetry. Reversing the displacement therefore leaves the energy density \(u(D)\) unchanged, and its expansion contains even powers only. To fourth order, \(u=aD^2+bD^4\). The field follows from the work of charging. In a slab of thickness \(\ell\) between plates with charge \(\sigma\) per area, \(D=4\pi\sigma\). Moving a further charge \(d\sigma\) across the slab costs \(F\ell\,d\sigma=F\ell\,dD/4\pi\) per area. Division by \(\ell\) gives

\[
du=\frac{F\,dD}{4\pi},\qquad F=4\pi\frac{du}{dD}=8\pi aD+16\pi bD^3 .
\]

Name the coefficients by \(8\pi a=1/\kappa_0\) and \(16\pi b=1/(\kappa_0D_0^2)\), with both positive. Then

\[
F=\frac{D}{\kappa_0}\left(1+\frac{D^2}{D_0^2}\right),\qquad D_0=\kappa_0F_1 .
\]

Here \(\kappa_0\) is the zero-field relative permittivity, and \(F_1\) is a field that sets the scale of the nonlinearity. The positive sign of \(b\) is the physical input that makes the permittivity fall; symmetry alone does not supply it. The law is local: the field at a point depends on the displacement at that point, without an energy cost for gradients of the polarization.

Two permittivities must be distinguished. The secant permittivity is the ratio \(D/F\), and the differential permittivity is the slope \(dD/dF\). From the law,

\[
\frac{D}{F}=\frac{\kappa_0}{1+D^2/D_0^2},\qquad
\frac{dF}{dD}=\frac{1}{\kappa_0}\left(1+\frac{3D^2}{D_0^2}\right),
\]

and therefore

\[
\kappa_d=\frac{dD}{dF}=\frac{\kappa_0}{1+3D^2/D_0^2}.
\]

Since \(F\) rises with \(D\), both permittivities fall as the field rises. The differential one is the smaller of the two at every nonzero field, and its relative fall with field is the faster. When Poisson's equation is written for \(F\), it is \(\kappa_d\) that appears, because \(dD/dx=\kappa_d\,dF/dx\).

**First integration.** The donor charge density is \(+N\). Gauss's law for the component \(-D\) reads \(d(-D)/dx=4\pi N\), so

\[
\frac{dD}{dx}=-4\pi N .
\]

The neutral bulk has no field, hence \(D(w)=0\), and

\[
D(x)=4\pi N(w-x).
\]

The displacement is linear in position whatever the permittivity does. The dielectric law enters when \(D\) is converted into a force.

**Second integration.** Let \(s=w-x\) be the distance from the depletion edge. Then \(dU/ds=F\), and \(U=0\) at \(s=0\). Insert \(D=4\pi Ns\):

\[
\frac{dU}{ds}=\frac{4\pi N}{\kappa_0}\left[s+\frac{(4\pi N)^2}{D_0^2}s^3\right].
\]

The integrals of \(s\) and \(s^3\) are \(s^2/2\) and \(s^4/4\). Taking \(2\pi Ns^2/\kappa_0\) outside the bracket leaves half of the cubic coefficient:

\[
U=\frac{2\pi Ns^2}{\kappa_0}\left[1+\frac{(4\pi Ns)^2}{2D_0^2}\right].
\]

At the interface \(s=w\) and \(U=V\). With \(q=(4\pi Nw/D_0)^2\), the square of the interface displacement in units of \(D_0\), this becomes

\[
V=\frac{2\pi Nw^2}{\kappa_0}\left(1+\frac q2\right).
\]

For constant permittivity the bracket is one, and the width is

\[
w_0=\left(\frac{\kappa_0V}{2\pi N}\right)^{1/2}.
\]

Comparing the two expressions at the same \(V\) gives \(w_0^2=w^2(1+q/2)\). Multiply by \((4\pi N/D_0)^2\) and define \(q_0=(4\pi Nw_0/D_0)^2\):

\[
q_0=q+\frac{q^2}{2}.
\]

Completing the square gives \((1+q)^2=1+2q_0\). The root with \(q>0\) is

\[
q=\sqrt{1+2q_0}-1 .
\]

Since \(1+q/2=(1+\sqrt{1+2q_0})/2\), the width is

\[
w=w_0\left[\frac{2}{1+\sqrt{1+2q_0}}\right]^{1/2}.
\]

For the profile, write \(s=wt\) with \(t=1-x/w\), and divide \(U\) by \(V\). The common factor \(2\pi Nw^2/\kappa_0\) cancels:

\[
U(x)=V\,\frac{t^2+\tfrac12qt^4}{1+\tfrac12q}\quad(0\le x\le w),\qquad U=0\quad(x>w).
\]

**What controls the size of the effect.** Using \(w_0^2=\kappa_0V/(2\pi N)\) in the definition of \(q_0\),

\[
q_0=\frac{16\pi^2N^2}{\kappa_0^2F_1^2}\,\frac{\kappa_0V}{2\pi N}=\frac{8\pi NV}{\kappa_0F_1^2}.
\]

The constant-permittivity solution has the interface field \(4\pi Nw_0/\kappa_0=2V/w_0\). Thus \(q_0\) is also the square of that field divided by \(F_1\):

\[
q_0=\left(\frac{2V}{w_0F_1}\right)^2 .
\]

It can be estimated before any nonlinear calculation is made. It is proportional to the donor density and to the band bending.

For \(q_0\ll1\), \(\sqrt{1+2q_0}\simeq1+q_0\), so \(w/w_0\simeq(1+q_0/2)^{-1/2}\simeq1-q_0/4\). The profile returns to the parabola \(Vt^2\). For \(q_0\gg1\), the root is approximately \(\sqrt{2q_0}\), and

\[
w\simeq w_0\left(\frac{2}{q_0}\right)^{1/4}\propto V^{1/4}N^{-3/4}.
\]

The powers follow from \(w_0\propto V^{1/2}N^{-1/2}\) and \(q_0\propto VN\). This is a limit of the quartic model. A real crystal at such displacements may need higher terms in \(u(D)\), so the powers are not a prediction for arbitrarily strong fields.

**Barrier thickness at a given energy.** An electron of energy \(E\), with \(0\le E\le V\), meets the barrier between the interface and the plane where \(U=E\). The function \(U(s)\) does not contain \(V\); a larger band bending merely follows the same curve to a larger \(s\). The distance from the depletion edge to the plane \(U=E\) is therefore the depletion width \(w(E)\) of a contact with band bending \(E\), and the thickness is

\[
x_E=w(V)-w(E).
\]

This holds for any local dielectric law with uniform donors in the depletion approximation. For constant permittivity it gives \(w_0(1-\sqrt{E/V})\).

At weak nonlinearity put \(\varepsilon=E/V\). Since \(q_0\) is proportional to the band bending, \(w(E)\simeq w_0\sqrt\varepsilon\,(1-q_0\varepsilon/4)\), and

\[
x_E\simeq w_0\left[1-\sqrt\varepsilon-\frac{q_0}{4}\left(1-\varepsilon^{3/2}\right)\right].
\]

Division by \(w_0(1-\sqrt\varepsilon)\), with \(1-\varepsilon^{3/2}=(1-\sqrt\varepsilon)(1+\sqrt\varepsilon+\varepsilon)\), gives the ratio to the constant-permittivity thickness:

\[
1-\frac{q_0}{4}\left(1+\sqrt\varepsilon+\varepsilon\right).
\]

The relative thinning grows from \(q_0/4\) at the foot to \(3q_0/4\) at the top. The field is strongest near the interface, and there the permittivity has fallen most. The top is also where the omitted image force acts. At the interface field of the model contact below, 0.017 eV/Å or 1.7 MV/cm, it would lower the barrier by about 0.2 eV if the image charge is screened by a permittivity near 5, so the values close to \(\varepsilon=1\) describe the electrostatic profile only.

**Why the barrier narrows at every energy.** The conclusion does not need the quartic law. Suppose that \(\kappa_d<\kappa_0\) for every nonzero field. Then

\[
d\left(\frac{F^2}{2}\right)=F\,dF=\frac{F\,dD}{\kappa_d}>\frac{F\,dD}{\kappa_0}.
\]

From \(dU=F\,ds\) and \(dD=4\pi N\,ds\) follows \(F\,dD=4\pi N\,dU\). Integration from the depletion edge gives

\[
F^2>\frac{8\pi NU}{\kappa_0}.
\]

The right side is the squared field of the constant-permittivity solution at the same energy \(U\). The thickness is \(x_E=\int_E^V dU/F\), so it is smaller at every \(E<V\).

**A model contact.** Round parameters are used, and no material is attached to them: \(\kappa_0=300\), \(F_1=0.01\) eV/Å, \(V=1\) eV and \(N=10^{-4}\) Å\(^{-3}\). The constant-permittivity width is \(w_0=182.1\) Å (344.1 bohr). Its interface field is \(2/182.1=0.01098\) eV/Å, hence

\[
q_0=\left(\frac{0.01098}{0.01}\right)^2\simeq1.206,\qquad q=\sqrt{3.413}-1\simeq0.847 .
\]

The width ratio is \(\sqrt{2/2.847}=0.838\), and \(w=0.838\times182.1\simeq152.6\) Å (288.4 bohr). Numerical integration of Poisson's equation outward from the bulk, using the dielectric law but none of the closed forms, gives the same width to the printed digits.

At half height, \(w(V/2)/w(V)\) is the square root of the ratio of the two values of \(q\). The value for \(V/2\) is \(\sqrt{1+1.206}-1=0.485\), so

\[
x_{V/2}=152.6\left(1-\sqrt{\frac{0.485}{0.847}}\right)\simeq37.1\ \text{Å}.
\]

The constant-permittivity value is \(182.1(1-\sqrt{1/2})=53.3\) Å. The total width has fallen by 16 percent and the half-height thickness by 30 percent, each relative to the constant-permittivity value. The profiles show the same contrast:

| \(x\) (Å) | \(U\), nonlinear (eV) | \(U\), constant (eV) |
|---:|---:|---:|
| 0 | 1.000 | 1.000 |
| 25 | 0.637 | 0.744 |
| 50 | 0.378 | 0.526 |
| 100 | 0.088 | 0.203 |
| 150 | 0.000 | 0.031 |

Changing the donor density alone moves the contact between regimes. At \(10^{-5}\) Å\(^{-3}\) the ratio \(w/w_0\) is 0.973, and at \(3\times10^{-4}\) Å\(^{-3}\) it is 0.719.

## The same profile from an energy minimum, and what each route assumes

The second derivation uses the following symbols and results. The metal is at \(x<0\); \(U(x)\) is the electron potential energy above the bulk band edge, \(V=U(0)\) the band bending, \(N\) the donor density and \(w\) the depletion width. The magnitudes of force and displacement obey \(F=(D/\kappa_0)(1+D^2/D_0^2)\), with \(D_0=\kappa_0F_1\), and \(\kappa_d=dD/dF\). The field energy density satisfies \(du=F\,dD/4\pi\). In the depleted layer Gauss's law gives \(D=4\pi N(w-x)\). The constant-permittivity width is \(w_0\), with \(V=2\pi Nw_0^2/\kappa_0\), and \(q_0=(4\pi Nw_0/D_0)^2\). The first route gave \(q=\sqrt{1+2q_0}-1\) for the squared interface displacement in units of \(D_0^2\), the width \(w=w_0(1+q/2)^{-1/2}\), and the thickness \(x_E=w(V)-w(E)\) at energy \(E\).

**The energy to be minimized.** Start from flat bands, with the electron chemical potential of the semiconductor higher than that of the metal by \(V\). An applied bias, if present, is included in this difference. Electrons pass to the metal and leave ionized donors behind. If a layer of width \(w\) is emptied, \(Nw\) electrons per area are transferred. The kinetic energy of the electron gas is neglected for the moment, so each transfer lowers the energy by \(V\), apart from the field that the separated charges create. The energy per area is

\[
\Phi(w)=\int_0^w u\bigl(D(x)\bigr)\,dx-NVw .
\]

The metal is taken as a perfect screen, so it holds no field energy. With \(s=w-x\), the integral becomes \(\int_0^w u(4\pi Ns)\,ds\). The width now appears in the upper limit alone, and

\[
\frac{d\Phi}{dw}=u(4\pi Nw)-NV .
\]

At the stationary point, with \(D_s=4\pi Nw\) the interface displacement,

\[
u(D_s)=NV .
\]

The field energy density at the interface equals the donor density times the band bending. The second derivative is

\[
\frac{d^2\Phi}{dw^2}=4\pi N\frac{du}{dD}\bigg|_{D_s}=NF_s>0,
\]

where \(F_s\) is the interface field, so the point is a minimum. It is the only one, because \(u\) rises steadily with \(D\).

Gauss's law has given the width and profile of the barrier, and the energy minimum has given the interface condition \(u(D_s)=NV\). It remains to recover the same width and profile from this condition, to test a refitted constant permittivity, to find the capacitance and the tunnelling exponent, and to compare what the two routes assume.
